Why the thermal conductivity of a glass rises with temperature

**1. What dimensions and linearity allow**

Thermal conductivity κ has the dimension of heat capacity per volume times length squared per time. It can therefore be written as a product of two ingredients: a capacity to store heat and a diffusivity that moves it.

In a harmonic solid the equations of motion are linear. Multiplying all displacements by a common factor turns one solution into another with the same time dependence, so the time dependence carries no information about how hot the solid is. Temperature can enter through the thermal population of the modes, which depends on the ratio x_m = ħω_m/(k_BT) for a mode of frequency ω_m. This suggests the form

κ(T) = (k_B/V) Σ_m f(x_m) D_m,

with D_m a diffusivity set by the structure alone and V the volume. The argument does not show that the modes contribute one by one, nor does it give f or D_m. The derivation below supplies all three for a harmonic disordered solid at fixed volume.

The number of modes is fixed. What grows with temperature is the heat capacity of each mode, smoothly and without a threshold. In this sense additional modes become active.

**2. The energy current**

From here on ħ = 1, and k_B is kept. Let u_i be the displacement at site i, multiplied by the square root of the mass, and p_i its conjugate momentum. Then

H = ½ Σ_i p_i² + ½ Σ_ij u_i K_ij u_j,

with K real, symmetric and positive definite. The equations of motion are du_i/dt = p_i and dp_i/dt = −(Ku)_i. Assign to site i the energy

h_i = ½ p_i² + ½ u_i (Ku)_i,

so that Σ_i h_i = H. Its rate of change, with the order of operators kept, is

dh_i/dt = −½ p_i(Ku)_i − ½ (Ku)_i p_i + ½ p_i(Ku)_i + ½ u_i(Kp)_i
= ½ Σ_j K_ij (u_i p_j − u_j p_i).

The term j = i is zero: what the kinetic and potential parts exchange within a site leaves the site energy unchanged. Now define the energy dipole R = Σ_i x_i h_i, where x_i is the position along the gradient. Its time derivative J is the total energy current, equal to V times the current density:

J = ½ Σ_ij x_i K_ij (u_i p_j − u_j p_i).

Exchanging the names i and j in the first term and using K_ij = K_ji gives

J = Σ_ij p_i A_ij u_j, A_ij = ½ K_ij (x_j − x_i).

The matrix A is antisymmetric, and a spring tying a site to a fixed frame does not contribute to it. In a periodic sample, x_j − x_i means the shortest separation.

**3. The response to a temperature gradient**

Let β = 1/(k_BT). A weak gradient is prepared by giving each site its own inverse temperature β(1 + g x_i):

ρ ∝ exp[−β(H + gR)], g = −T′/T.

Here T′ is the temperature gradient; the relation follows from differentiating β ∝ 1/T. To first order in g,

exp[−β(H + gR)] = exp(−βH) [1 − g ∫₀^β dλ R(−iλ)],

where R(−iλ) = exp(λH) R exp(−λH). The change in normalization does not matter, because the equilibrium mean of J is zero. Hence

⟨J(t)⟩ = −g ∫₀^β dλ ⟨R(−iλ) J(t)⟩.

Equilibrium correlations depend on time differences, so the time derivative can be moved from J to R with a change of sign. Since dR/dt = J,

d⟨J(t)⟩/dt = +g ∫₀^β dλ ⟨J(−iλ) J(t)⟩.

At t = 0 the current vanishes: H and R are even in the momenta and J is odd. Integration gives

⟨J(t)⟩ = g ∫₀^t ds ∫₀^β dλ ⟨J(−iλ) J(s)⟩.

Assume now that the solid is large and conducts diffusively, so that the current settles while the imposed gradient is still nearly unchanged. The equations above do not guarantee this. Comparing the settled value with Fourier's law, ⟨J⟩/V = −κT′, and using g = −T′/T yields

κ = (1/VT) ∫₀^∞ ds ∫₀^β dλ ⟨J(−iλ) J(s)⟩.

The finite-time relation was tested on a small open cluster by preparing the state with a gradient and following its current. The mode expression for the right-hand side agreed to 3.6 × 10⁻⁷, relative to the largest current among the times examined.

**4. Which mode pairs carry a steady current**

Let A_mn be the matrix A between the real normalized eigenvectors m and n of K. With mode coordinates Q_m and momenta P_m, J = Σ_mn P_m A_mn Q_n. Insert

Q_m = (a_m + a†_m)/√(2ω_m), P_m = −i√(ω_m/2)(a_m − a†_m).

The operator a†_m a_n arises twice. The term P_mA_mnQ_n gives it the coefficient (i/2)√(ω_m/ω_n)A_mn. The term P_nA_nmQ_m gives −(i/2)√(ω_n/ω_m)A_nm, which equals +(i/2)√(ω_n/ω_m)A_mn by antisymmetry. Their sum is iS_mn, with

S_mn = A_mn (ω_m + ω_n)/[2√(ω_mω_n)].

The remaining operators, a_m a_n and a†_m a†_n, oscillate at ω_m + ω_n. All frequencies are positive, so these terms have no zero-frequency part and drop out of the long-time integral.

For the surviving terms, a†_n a_m in J(−iλ) pairs with a†_m a_n in J(s). The product of coefficients is (iS_nm)(iS_mn) = S_mn². The thermal average is n_n(1 + n_m), where n_m = 1/(e^{βω_m} − 1). The λ integral gives

n_n(1 + n_m) [e^{β(ω_n−ω_m)} − 1]/(ω_n − ω_m).

Because 1 + n = n e^{βω}, the part with the exponential equals (1 + n_n)n_m. Subtracting n_n(1 + n_m) leaves n_m − n_n, and the weight is

(n_n − n_m)/(ω_m − ω_n) > 0.

The double sum is symmetric in m and n, so the time factor reduces to cos[(ω_m − ω_n)s], whose integral from zero to infinity is πδ(ω_m − ω_n). At equal frequencies S_mn = A_mn, and the weight becomes −∂n/∂ω. Therefore

κ = (π/VT) Σ_mn A_mn² (−∂n/∂ω)_m δ(ω_m − ω_n).

The delta function requires the solid to become large before the level width goes to zero. In a finite sample it is replaced by a narrow function that still covers many levels.

**5. Separating storage from motion**

The heat capacity of mode m is C_m = ω_m ∂n_m/∂T. Since n depends on ω/T alone, ∂n/∂T = −(ω/T)∂n/∂ω, and so

C_m = −(ω_m²/T)(∂n/∂ω)_m.

Solving for −∂n/∂ω and inserting it in κ gives

κ(T) = (1/V) Σ_m C_m(T) D_m,
D_m = (π/ω_m²) Σ_n A_mn² δ(ω_m − ω_n).

This is the Allen–Feldman form. D_m contains force constants, positions and mode shapes, but no temperature, and it cannot be negative. Disorder matters because it lets A connect a mode to many others of nearly the same frequency.

A perfect crystal with one displacement per cell is the opposite case. For plane waves of wavenumber k along x, with K(r) the coupling at separation r and |A|² in place of A²,

A_kk = ½ Σ_r K(r) r e^{ikr} = −(i/2) d(ω²)/dk = −iωv,

where v = dω/dk. The current is now diagonal, and D_k = πv²δ(0) diverges: nothing makes the current decay. If some added process makes it decay as exp(−t/τ), then πδ(0) is replaced by ∫₀^∞ exp(−t/τ)dt = τ, and D_k = v²τ. A temperature-dependent τ then makes the diffusivity temperature dependent. In a harmonic glass whose modes are not localized, structural disorder can give a finite diffusivity without any help from temperature.

**6. First contribution: the heat capacity**

Let x = ω/(k_BT). Differentiating n gives −∂n/∂ω = β/[4 sinh²(x/2)], and so

C = k_B [(x/2)/sinh(x/2)]².

Put y = x/2. Since y ∝ 1/T, d/d ln T = −y d/dy. Acting on ln C = ln k_B + 2 ln y − 2 ln sinh y, this gives

d ln C/d ln T = 2y coth y − 2 = x coth(x/2) − 2.

This is positive because tanh y < y for y > 0. With D_m fixed, every term in κ is therefore non-decreasing, and κ rises if any D_m is nonzero.

At low temperature C ≈ k_B x² e^{−x}, and the mode is frozen. At high temperature sinh y ≈ y(1 + y²/6), so C ≈ k_B(1 − x²/12). Summing over modes,

κ ≈ κ_∞ [1 − ⟨ω²⟩_D/(12(k_BT)²)], κ_∞ = (k_B/V) Σ_m D_m,

where ⟨ω²⟩_D = Σ_m D_mω_m²/Σ_m D_m. The rise is thus limited: once all modes are nearly classical, no heat capacity remains to be gained.

Classical statistics isolates the cause. In a classical state with a gradient, the mean products of displacements and momenta are proportional to T, and so is the current at given g. Since g = −T′/T, the temperature cancels and κ is constant. It equals κ_∞, the high-temperature limit of the quantum result. On the small cluster, the quantum current at high temperature, divided by the temperature, agreed with the same ratio for the classical current to 2.4 × 10⁻⁵, relative to the largest classical value. The same structure with the same diffusivities shows no rise when its heat capacity is classical.

**7. Second contribution: the distribution of diffusivity**

The numbers in this section come from a model glass. It is a periodic cubic lattice of 1728 sites with spacing 3 Å and one displacement per site. Neighbours are joined by equal springs of frequency 0.03 eV. Random springs, up to ten times as strong, tie each site to a fixed frame. The frame removes sound waves, so heat is carried by strongly scattered modes. Those nearest the band edges extend over only about 3% of the sites. The frequencies run from 0.052 to 0.130 eV, with median 0.099 eV.

The mean diffusivity in the lowest quarter of the modes is 0.029 eV Å²/ħ, and in the highest quarter 0.019 eV Å²/ħ. Over all modes it is 0.0231 eV Å²/ħ. These values belong to the finite level width described in section 10 and fall when it is narrowed. Each mode has the volume (3 Å)³ = 27 Å³, so

κ_∞ = 0.0231/27 = 8.6 × 10⁻⁴ k_B eV/(ħ Å) = 0.18 W/(m K).

The results at finite temperature, with N the number of modes, are:

k_BT (eV) | C/(Nk_B) | κ/κ_∞ | slope d ln κ/d ln T
0.01 | 0.013 | 0.016 | 5.4
0.02 | 0.20 | 0.22 | 2.4
0.03 | 0.45 | 0.47 | 1.3
0.05 | 0.73 | 0.75 | 0.56
0.10 | 0.92 | 0.93 | 0.15
0.20 | 0.98 | 0.98 | 0.04

Between 0.02 and 0.05 eV, which is 232 to 580 K, κ rises from 0.040 to 0.13 W/(m K), a factor of 3.3. The total heat capacity rises by a factor of 3.6. The two curves are close but not proportional. With c_m = C_m/k_B and a bar for the mean over modes,

κ/κ_∞ − C/(Nk_B) = [mean(cD) − c̄ D̄]/D̄.

The right-hand side is the covariance of c and D divided by the mean diffusivity. It vanishes if all modes have the same D. At the temperatures of the table it is positive: low-frequency modes acquire heat capacity first, and on average they are also the more diffusive ones. Relative to its classical limit, conductivity therefore runs ahead of heat capacity, by about a fifth at 0.01 eV but only 2% at 0.05 eV. The trend in D is not monotonic, however. The lowest 1% of the modes have a mean diffusivity of 0.017 eV Å²/ħ, below the overall mean. At 0.003 eV, where such modes weigh most, the sign is reversed for the level width used here and for narrower ones. A glass in which D_m increased steadily with frequency would lag behind its heat capacity at every temperature.

**8. How much of the rise comes from newly active modes**

A mode reaches half its classical heat capacity at x = 2.98. For the median mode this occurs at k_BT = 0.0994/2.98 = 0.033 eV. The approach is gradual, so "active" is a matter of degree.

The slope x coth(x/2) − 2 increases with x, because

d(y coth y)/dy = (sinh 2y − 2y)/(2 sinh² y) > 0.

At any temperature, higher modes therefore gain heat capacity at a greater relative rate than lower ones, and their share of κ grows. In the model, the upper half of the modes carries 5% of the heat at 0.01 eV, 22% at 0.02 eV and 38% at 0.05 eV. Its classical limit is 42%.

The rise between 0.02 and 0.05 eV can now be divided, in units of κ_∞:

upper half: 0.376 × 0.745 − 0.223 × 0.223 = 0.23
lower half: 0.624 × 0.745 − 0.777 × 0.223 = 0.29

The upper half supplies about 44% of the increase. The lower half supplies the rest. Its modes were only partly excited at the start, so they too had heat capacity to gain, and on average they are the more diffusive ones. The rise is thus not due to the highest modes alone: the whole spectrum fills up, with the upper part starting later.

**9. Third contribution: diffusivity that changes with temperature**

In a real glass, anharmonic forces can make D_m depend on T. Suppose the sum of C_mD_m remains a good description; this is now an assumption, since the derivation was harmonic. With V and the mode frequencies held fixed, differentiation gives

d ln κ/d ln T = Σ_m w_m [x_m coth(x_m/2) − 2 + d ln D_m/d ln T],

where w_m = C_mD_m/Σ_n C_nD_n is the share of mode m. This gives "nearly temperature independent" a precise meaning: κ rises as long as the weighted gain in heat capacity exceeds the weighted loss in diffusivity. The permitted loss depends on temperature. In the model the heat-capacity slope is 1.3 at 0.03 eV but 0.15 at 0.10 eV. A weak decline of D that is harmless at the first temperature can decide the sign at the second.

Take D_m ∝ T^(−p) for all modes, with small p. The maximum then lies at high temperature, where x coth(x/2) − 2 ≈ x²/6 and the shares are close to D_m/Σ_n D_n. Setting the total slope to zero gives ⟨ω²⟩_D/[6(k_BT)²] = p, or

k_BT_max ≈ √(⟨ω²⟩_D/(6p)).

The D-weighted root-mean-square frequency is 0.0964 eV. For p = 0.1 the estimate is 0.0964/√0.6 = 0.124 eV, and direct maximization gives 0.123 eV, about 1400 K.

For p = 1 the diffusivity falls as 1/T, and the maximum moves to 0.036 eV, about 420 K. Even then κ rises at lower temperatures, because the heat capacity grows faster than the diffusivity falls. A rising κ is therefore not by itself proof that the diffusivities are constant.

**10. The weight of the approximations**

The delta function was replaced by a Gaussian of standard deviation 0.001 eV, about 22 mean level spacings. With this width, the pair sum of section 4, with S_mn and the thermal weight kept at unequal frequencies, and the sum of C_mD_m agree within 0.1% at all six temperatures. That agreement supports the separation of C from D, but not the absolute value of D. Doubling the width raises κ_∞ by 9%. A sample of 1000 sites with different disorder gives a value 8% lower. The value 0.18 W/(m K) thus belongs to this level width and this sample, and it is not converged. Halving the width lowers it to 0.16. A sample of 13824 sites gives about 0.16, 0.15 and 0.13 at widths of 0.001, 0.0005 and 0.00025 eV and is still falling, so the value for a large solid probably lies lower by a quarter or more. The ratios are much steadier. Over these settings κ/κ_∞ at 0.02 and 0.05 eV changes by less than 0.005, and the slope at 0.01 eV and the two maxima of section 9 change by about 1%. The classical share of the upper half and its share of the rise change by about two percentage points. The cause of the width dependence was not isolated, and the limit of zero width in an infinite sample was not taken. Modes localized in that limit would have D_m = 0, while a finite width can give them a small positive value.

The steep slope at 0.01 eV reflects the scarcity of low-frequency modes, which the frame causes. In this sample the lowest mode lies at 0.052 eV, so at that temperature every mode has x > 5 and less than a fifth of its classical heat capacity. A real glass has sound waves below this range. They can travel far between scattering events, with a path length that may depend on temperature, and they need a separate treatment. The model therefore does not describe the lowest temperatures of a real glass. The temperatures at which its conductivity rises follow from the frequencies chosen here, and neither they nor its absolute conductivity represent a particular material. What carries over is the balance in section 9, wherever the sum of C_mD_m remains a good description and the volume and mode frequencies change little with temperature. Further values are listed in the numerical output.

Computed results

```
lattice spacing: 3.0 angstrom
neighbour spring frequency: 0.030 eV
largest pinning spring / neighbour spring: 10
sites = modes: 1728
level width: 0.0010 eV
mean level spacing: 4.54e-05 eV
lowest, median, highest frequency: 0.0519 0.0994 0.1303 eV
mean D, frequency quarter 1: 0.02904 eV angstrom^2/hbar
mean D, frequency quarter 2: 0.02454 eV angstrom^2/hbar
mean D, frequency quarter 3: 0.01991 eV angstrom^2/hbar
mean D, frequency quarter 4: 0.01895 eV angstrom^2/hbar
mean D, all modes: 0.02311 eV angstrom^2/hbar
C = k_B/2 at hbar w/(k_B T): 2.983
columns: k_B T (eV), T (K), C/(N k_B), kappa (W/(m K)),
  kappa/limit, share of upper half of modes, dln kappa/dln T
0.01   116.0 0.0132 0.0029 0.0161 0.0522 5.4230
0.02   232.1 0.2035 0.0400 0.2229 0.2234 2.4215
0.03   348.1 0.4486 0.0844 0.4702 0.3122 1.3374
0.05   580.2 0.7314 0.1338 0.7451 0.3762 0.5593
0.10  1160.5 0.9219 0.1663 0.9264 0.4087 0.1508
0.20  2320.9 0.9797 0.1761 0.9809 0.4174 0.0385
kappa limit: 8.5595e-04 k_B eV/(hbar angstrom)
kappa limit: 0.1795 W/(m K)
upper-half share in the limit: 0.4204
D-weighted rms frequency: 0.0964 eV
deficit at k_B T = 0.5 eV, direct: 0.003094
deficit at k_B T = 0.5 eV, formula: 0.003101
maximum for D ~ T^-0.1, direct: k_B T = 0.1234 eV
maximum for D ~ T^-0.1, estimate: k_B T = 0.1245 eV
maximum for D ~ T^-1, direct: k_B T = 0.0359 eV
gradient test, relative error: 3.6e-07
classical limit test, relative error: 2.4e-05
Kubo sum against sum of C D, largest deviation: 0.091 %
limit change for doubled width: 9.13 %
limit change for 10x10x10 sample: -8.02 %
```
